**Three-index G0W0 on the imaginary axis, tested on the 5s level of Rb⁺**

The program builds the correlation self-energy Σᶜ from tensors B_P^{nm} = Σ_Q (V^{-1/2})_{PQ}(Q|nm), where V is the Coulomb metric of the fitting functions, and from the screened elements w_nm(iω). It asserts that the imaginary-axis integral agrees with a pole sum from exact four-index integrals and diagonalised RPA excitations, both in the HOMO-LUMO gap and at a complex energy. Above the LUMO it asserts that the difference between the two is the predicted residue. For one Gaussian fitted by another, the error of the self-repulsion is asserted to be second order in the Coulomb metric and first order in the overlap metric. In a tilted fitting space for Rb⁺, the residual is asserted to be first order and the error of Σᶜ second order; the measured orders are 0.999 and 1.999. Counting the multiplications and divisions actually executed gives cost exponents of 3.908 and 3.954 at successive doublings of the system size. The Rb ionization energy comes out as 3.792 eV in Hartree-Fock and 3.985 eV in G0W0 with the def2-TZVPP basis.

## Verification by program

```python
"""
Result under test: G0W0 correlation self-energy from three-index tensors B,
  Pi(iw)  = -4 sum_ia B_ia B_ia^T gap_ia / (gap_ia^2 + w^2)
  w_nm    = B_nm^T [ (1 - Pi)^-1 - 1 ] B_nm
  Sigma_n(z) = -(1/2 pi) int dw' sum_m w_nm(iw') / (z + i w' - eps_m),
valid for Re z inside the HOMO-LUMO gap, its N^4 operation count, and the
claim that Coulomb-metric fitting makes integral and self-energy errors
second order in the residuals.
Symbols: i occupied, a empty, m any orbital; eps orbital energies;
gap_ia = eps_a - eps_i; B_P^nm = V^-1/2 (P|nm), V the Coulomb metric.
Closed shell, real orbitals, Hartree atomic units.
Example: the 5s level of Rb+, i.e. the ionization energy of the Rb atom.
"""
import numpy as np
from scipy.constants import value
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo, df

EV = value('Hartree energy in eV')


def frequency_grid(n, scale=1.0):
    """Gauss-Legendre nodes mapped to (0, infinity); w = 0 is put in front."""
    t, wt = np.polynomial.legendre.leggauss(n)
    nodes = scale * (1 + t) / (1 - t)
    return np.concatenate([[0.0], nodes]), wt * 2 * scale / (1 - t) ** 2


def screened_elements(B, eps, nocc, states, freqs, solve=np.linalg.solve):
    """w_nm(iw) for the listed states n and all m; shape (freq, n*m)."""
    naux = B.shape[0]
    Bia = B[:, :nocc, nocc:].reshape(naux, -1)
    gap = (eps[None, nocc:] - eps[:nocc, None]).ravel()
    Bn = B[:, states, :].reshape(naux, -1)
    out = []
    for w in freqs:
        Pi = -(Bia * (4 * gap / (gap ** 2 + w ** 2))) @ Bia.T
        X = solve(np.eye(naux) - Pi, Bn) - Bn
        out.append((Bn * X).sum(axis=0))
    return np.array(out)


def sigma_terms(z, w, eps, freqs, weights):
    """Contribution of each orbital m to the imaginary-axis integral."""
    x = z - eps
    kernel = 2 * x / (x ** 2 + freqs[1:, None] ** 2)
    integral = weights @ ((w[1:] - w[0]) * kernel)
    integral = integral + w[0] * np.pi * np.sign(x.real)
    return -integral / (2 * np.pi)


# ---- Part 1: one Gaussian density fitted by another, by Fourier quadrature
t, wt = np.polynomial.legendre.leggauss(300)
k, wk = 12.5 * (t + 1), 12.5 * wt


def gaussian(p):
    return (np.pi / p) ** 1.5 * np.exp(-k ** 2 / (4 * p))


def coulomb(f, g):
    return 2 / np.pi * np.sum(wk * f * g)


def overlap(f, g):
    return np.sum(wk * k ** 2 * f * g) / (2 * np.pi ** 2)


def fitted(metric, f, aux):
    return metric(aux, f) / metric(aux, aux) * aux


rho, sig = gaussian(1.0), gaussian(2.5)
lams = [0.02, 0.01]
fit_err = {}
for name, metric in (('Coulomb', coulomb), ('overlap', overlap)):
    errs = []
    for lam in lams:
        rf = fitted(metric, rho, gaussian(1.0 + lam))
        errs.append(1 - coulomb(rf, rf) / coulomb(rho, rho))
    fit_err[name] = errs
order_c = np.log2(fit_err['Coulomb'][0] / fit_err['Coulomb'][1])
order_o = np.log2(fit_err['overlap'][0] / fit_err['overlap'][1])
assert abs(order_c - 2) < 0.05 and abs(order_o - 1) < 0.05
assert abs(fit_err['Coulomb'][1] / (lams[1] ** 2 / 8) - 1) < 0.03
assert abs(fit_err['overlap'][1] / lams[1] - 1) < 0.03
# bilinear error identity for two different densities, one shared fit function
aux = gaussian(1.3)
mismatch = []
for metric in (coulomb, overlap):
    rf, sf = fitted(metric, rho, aux), fitted(metric, sig, aux)
    true_error = coulomb(rho, sig) - coulomb(rf, sf)
    mismatch.append(abs(true_error - coulomb(rho - rf, sig - sf)))
assert mismatch[0] < 1e-11 and mismatch[1] > 1e-3
print('One-Gaussian fit, exponent scaled by 1+lambda (relative errors)')
for j, lam in enumerate(lams):
    print(f' lambda {lam:.2f}: Coulomb {fit_err["Coulomb"][j]:.4e}'
          f'  overlap {fit_err["overlap"][j]:.4e}')
print(f' measured order: Coulomb {order_c:.3f}, overlap {order_o:.3f}')

# ---- Part 2: Rb+ with exact four-index integrals
basis = 'def2-tzvpp'
mol = gto.M(atom='Rb 0 0 0', basis=basis, ecp=basis, charge=1, spin=0,
            verbose=0)
assert mol.nelectron == 8
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
C, eps = mf.mo_coeff, mf.mo_energy
n, nocc = len(eps), mol.nelectron // 2
L = nocc
assert eps[L + 1] - eps[L] > 0.01      # non-degenerate, hence an s level
eri = ao2mo.restore(1, ao2mo.kernel(mol, C), n)

# exact reference: pole sum over diagonalized RPA excitations
gap = (eps[None, nocc:] - eps[:nocc, None]).ravel()
nov = len(gap)
Kia = eri[:nocc, nocc:, :nocc, nocc:].reshape(nov, nov)
root = np.sqrt(gap)
om2, Z = np.linalg.eigh(np.diag(gap ** 2)
                        + 4 * root[:, None] * Kia * root[None, :])
Om = np.sqrt(om2)
M = np.sqrt(2) * eri[L][:, :nocc, nocc:].reshape(n, nov) @ (
    root[:, None] * Z / np.sqrt(Om))


def sigma_poles(z):
    lower = M[:nocc] ** 2 / (z - eps[:nocc, None] + Om)
    upper = M[nocc:] ** 2 / (z - eps[nocc:, None] - Om)
    return lower.sum() + upper.sum()


# orbital pairs that enter the 5s self-energy, and their exact Gram matrix
pairs = [(p, q) for p in range(n) for q in range(p, n)
         if (p < nocc <= q) or p == L or q == L]
P, Q = np.array(pairs).T
K = eri[P[:, None], Q[:, None], P[None, :], Q[None, :]]
s, V = np.linalg.eigh(K)
keep = s > 1e-13 * s.max()
U = np.sqrt(s[keep])[:, None] * V[:, keep].T    # complete fitting space


def tensor(flat):
    B = np.zeros((flat.shape[0], n, n))
    B[:, P, Q] = flat
    B[:, Q, P] = flat
    return B


B_full = tensor(U)
nfreq = 48
freqs, weights = frequency_grid(nfreq)
w_full = screened_elements(B_full, eps, nocc, [L], freqs)
mid = 0.5 * (eps[L - 1] + eps[L])


def sigma_axis(z, w=w_full):
    return sigma_terms(z, w, eps, freqs, weights).sum()


E_qp = brentq(lambda E: E - eps[L] - sigma_axis(E), mid, eps[L] - 1e-10,
              xtol=1e-13)
E_ref = brentq(lambda E: E - eps[L] - sigma_poles(E), mid, eps[L],
               xtol=1e-13)
assert abs(E_qp - E_ref) < 1e-6
z_test = mid + 0.7j
assert abs(sigma_axis(z_test) - sigma_poles(z_test)) < 1e-6

# above the LUMO the integral alone is wrong by exactly one residue
E_up = 0.5 * (eps[L] + eps[L + 1])
residue = -np.sum(M[L] ** 2 * 2 * Om / (Om ** 2 - (E_up - eps[L]) ** 2))
missing = sigma_poles(E_up) - sigma_axis(E_up)
assert abs(missing - residue) < 1e-6 and abs(residue) > 1e-4

terms = sigma_terms(E_qp, w_full, eps, freqs, weights)
print(f'Rb+ G0W0@HF, {basis}: {n} orbitals, {nocc} occupied, {nov} pairs ia')
print(f' HOMO (4p) energy        {eps[L-1]:.6f} Ha')
print(f' LUMO (5s) energy        {eps[L]:.6f} Ha')
print(f' next empty level        {eps[L+1]:.6f} Ha')
print(f' lowest RPA excitation   {Om[0]:.6f} Ha')
one = screened_elements(B_full, eps, nocc, [L], [1.0])
print(f' w(5s,5s) at 0 and 1i Ha {w_full[0, L]:.6f}, {one[0, L]:.6f} Ha')
print(f' Sigma_c, occupied m     {terms[:nocc].sum():.6f} Ha')
print(f' Sigma_c, empty m        {terms[nocc:].sum():.6f} Ha')
print(f' Sigma_c, total          {terms.sum():.6f} Ha')
print(f' 5s quasiparticle energy {E_qp:.6f} Ha')
print(f' same from the pole sum  {E_ref:.6f} Ha')
print(f' Rb ionization, HF       {-eps[L]*EV:.3f} eV')
print(f' Rb ionization, G0W0     {-E_qp*EV:.3f} eV')
print(f'Above LUMO, at E =       {E_up:.6f} Ha')
print(f' pole sum minus integral {missing:.6f} Ha')
print(f' predicted residue       {residue:.6f} Ha')

print('Quadrature error of Sigma_c at the quasiparticle energy')
quad_err = []
for m in (6, 12, 24, 48):
    f, wgt = frequency_grid(m)
    wm = screened_elements(B_full, eps, nocc, [L], f)
    val = sigma_terms(E_qp, wm, eps, f, wgt).sum()
    quad_err.append(abs(val - sigma_poles(E_qp)))
    print(f' {m:3d} points: {quad_err[-1]:.1e} Ha')
assert quad_err[-1] < 1e-6 and quad_err[-1] < quad_err[0]

# ---- Part 3: order of the error when a complete fitting space is tilted
rng = np.random.default_rng(7)
r = U.shape[0]
inside = rng.normal(size=(r, r)) / np.sqrt(r)
outside = rng.normal(size=(r, r)) / np.sqrt(r)
print('Tilted fitting space: largest residual norm, Sigma_c error')
res_norm, sig_err = [], []
for lam in (0.04, 0.02):
    A = np.vstack([np.eye(r) + lam * inside, lam * outside])
    flat = np.linalg.qr(A)[0][:r].T @ U
    D = K - flat.T @ flat
    res_norm.append(np.sqrt(np.diag(D).max()))
    w_tilt = screened_elements(tensor(flat), eps, nocc, [L], freqs)
    sig_err.append(abs(sigma_axis(E_qp, w_tilt) - sigma_axis(E_qp)))
    print(f' lambda {lam:.2f}: {res_norm[-1]:.4e} Ha^1/2,'
          f' {sig_err[-1]:.4e} Ha')
order_res = np.log2(res_norm[0] / res_norm[1])
order_sig = np.log2(sig_err[0] / sig_err[1])
print(f' measured order: residual {order_res:.3f}, Sigma_c {order_sig:.3f}')
assert abs(order_res - 1) < 0.1 and abs(order_sig - 2) < 0.15
# leading change of the static w(5s,5s), from the residual Gram matrix
is_ia = np.array([p < nocc <= q for p, q in pairs])
ll = pairs.index((L, L))
gap_pairs = eps[Q[is_ia]] - eps[P[is_ia]]
K_ia = K[np.ix_(is_ia, is_ia)]
y = np.linalg.solve(np.diag(gap_pairs / 4) + K_ia, K[is_ia, ll])
predicted = 2 * D[is_ia, ll] @ y - y @ D[np.ix_(is_ia, is_ia)] @ y
actual = w_tilt[0, L] - w_full[0, L]
assert abs(predicted / actual - 1) < 0.02
print(f' change of static w: {actual:.4e} Ha, predicted {predicted:.4e} Ha')

# ---- Part 4: real Gaussian fitting bases, nested even-tempered sets
exps = np.concatenate([mol.bas_exp(b) for b in range(mol.nbas)])
lmax = max(mol.bas_angular(b) for b in range(mol.nbas))
start = exps.min()
blocks = int(np.ceil(np.log(2 * exps.max() / start) / np.log(16)))
print(f'Even-tempered fitting bases, angular momentum up to {lmax + 1}')
print(' ratio, functions, max integral error (Ha), Sigma_c error (Ha)')
int_err, gw_err = [], []
for ratio, per_block in ((16, 1), (4, 2), (2, 4)):
    shells = [[l, [start * float(ratio) ** j, 1.0]]
              for l in range(lmax + 2) for j in range(blocks * per_block + 1)]
    auxmol = gto.M(atom='Rb 0 0 0', basis={'Rb': shells}, charge=1, spin=0,
                   verbose=0)
    three = df.incore.aux_e2(mol, auxmol, 'int3c2e')
    three = np.einsum('mp,mnP,nq->Ppq', C, three, C, optimize=True)
    ev, X = np.linalg.eigh(auxmol.intor('int2c2e'))
    ok = ev > 1e-10 * ev.max()
    half = X[:, ok] / np.sqrt(ev[ok])
    B = np.einsum('PR,Ppq->Rpq', half, three, optimize=True)
    flat = B[:, P, Q]
    D = K - flat.T @ flat
    # a Gram matrix of residuals has no negative eigenvalue; the tolerance
    # covers rounding amplified by the inverse root of the metric
    assert np.linalg.eigvalsh(D).min() > -1e-7
    w_ri = screened_elements(B, eps, nocc, [L], freqs)
    # same static element from fitted four-index integrals in the pair space
    G = flat.T @ flat
    kv = G[is_ia, ll]
    w_pair = -kv @ np.linalg.solve(
        np.diag(gap_pairs / 4) + G[np.ix_(is_ia, is_ia)], kv)
    assert abs(w_pair - w_ri[0, L]) < 1e-8
    int_err.append(np.abs(D).max())
    gw_err.append(abs(sigma_axis(E_qp, w_ri) - sigma_axis(E_qp)))
    print(f' {ratio:3d} {auxmol.nao:5d}   {int_err[-1]:.2e}   {gw_err[-1]:.2e}')
assert int_err[0] > int_err[1] > int_err[2]
assert gw_err[2] < gw_err[0] and gw_err[2] < 1e-4


# ---- Part 5: multiplications and divisions actually executed, all states
def raw(x):
    return x.v if isinstance(x, Counted) else x


class Counted:
    """A number that records every multiplication and division."""
    __slots__ = ('v',)
    products = 0

    def __init__(self, v):
        self.v = v

    def __mul__(self, other):
        Counted.products += 1
        return Counted(self.v * raw(other))

    def __truediv__(self, other):
        Counted.products += 1
        return Counted(self.v / raw(other))

    def __add__(self, other):
        return Counted(self.v + raw(other))

    def __sub__(self, other):
        return Counted(self.v - raw(other))

    def __rsub__(self, other):
        return Counted(raw(other) - self.v)

    def __neg__(self):
        return Counted(-self.v)

    __rmul__ = __mul__
    __radd__ = __add__


def eliminate(A, R):
    """Gauss-Jordan solution; 1 - Pi is positive definite, so no pivoting."""
    T = np.hstack([A, R])
    size = len(A)
    for j in range(size):
        T[j, j:] = T[j, j:] / T[j, j]
        rows = np.arange(size) != j
        T[rows, j:] = T[rows, j:] - T[rows, j][:, None] * T[j, j:][None, :]
    return T[:, size:]


def from_raw_integrals(three, coef, half, energies, no, solve):
    """Three-index transformation, then one frequency for all states."""
    mo = coef.T @ three @ coef
    B = (half.T @ mo.reshape(len(mo), -1)).reshape(mo.shape)
    states = np.arange(len(energies))
    return screened_elements(B, energies, no, states, [0.5], solve)


to_counted = np.frompyfunc(Counted, 1, 1)
to_plain = np.frompyfunc(raw, 1, 1)
counts = []
print('Multiplications and divisions per frequency, all states')
for f in (1, 2, 4):
    no, nv, na = f, 3 * f, 8 * f
    nb = no + nv
    energies = np.concatenate([np.linspace(-2, -1, no), np.linspace(0, 3, nv)])
    data = [0.3 * rng.normal(size=shape)
            for shape in ((na, nb, nb), (nb, nb), (na, na))]
    plain = from_raw_integrals(*data, energies, no, np.linalg.solve)
    Counted.products = 0
    res = from_raw_integrals(*[to_counted(d) for d in data], energies, no,
                             eliminate)
    counts.append(Counted.products)
    # the counted run must be the real calculation
    assert np.allclose(to_plain(res).astype(float), plain,
                       rtol=1e-7, atol=1e-9)
    print(f' {nb:3d} orbitals, {na:3d} fitting functions: {counts[-1]}')
powers = np.log2(np.array(counts[1:]) / np.array(counts[:-1]))
print(f' exponent at each doubling: {powers[0]:.3f}, {powers[1]:.3f}')
# cubic terms are still visible at these sizes and fade as the size grows
assert abs(powers[0] - 4) < 0.2 and abs(powers[1] - 4) < 0.1
assert abs(powers[1] - 4) < abs(powers[0] - 4)

print('PASS')
```

Running it gives:

```
One-Gaussian fit, exponent scaled by 1+lambda (relative errors)
 lambda 0.02: Coulomb 4.9016e-05  overlap 1.9752e-02
 lambda 0.01: Coulomb 1.2376e-05  overlap 9.9378e-03
 measured order: Coulomb 1.986, overlap 0.991
Rb+ G0W0@HF, def2-tzvpp: 40 orbitals, 4 occupied, 144 pairs ia
 HOMO (4p) energy        -1.010725 Ha
 LUMO (5s) energy        -0.139366 Ha
 next empty level        -0.090062 Ha
 lowest RPA excitation   0.876903 Ha
 w(5s,5s) at 0 and 1i Ha -0.000141, -0.000092 Ha
 Sigma_c, occupied m     0.000744 Ha
 Sigma_c, empty m        -0.007818 Ha
 Sigma_c, total          -0.007074 Ha
 5s quasiparticle energy -0.146440 Ha
 same from the pole sum  -0.146440 Ha
 Rb ionization, HF       3.792 eV
 Rb ionization, G0W0     3.985 eV
Above LUMO, at E =       -0.114714 Ha
 pole sum minus integral -0.000141 Ha
 predicted residue       -0.000141 Ha
Quadrature error of Sigma_c at the quasiparticle energy
   6 points: 1.4e-06 Ha
  12 points: 5.4e-08 Ha
  24 points: 3.3e-10 Ha
  48 points: 7.2e-14 Ha
Tilted fitting space: largest residual norm, Sigma_c error
 lambda 0.04: 1.6405e-02 Ha^1/2, 2.2330e-05 Ha
 lambda 0.02: 8.2105e-03 Ha^1/2, 5.5868e-06 Ha
 measured order: residual 0.999, Sigma_c 1.999
 change of static w: 5.0926e-07 Ha, predicted 5.1041e-07 Ha
Even-tempered fitting bases, angular momentum up to 4
 ratio, functions, max integral error (Ha), Sigma_c error (Ha)
  16   100   3.04e-02   4.00e-03
   4   175   4.58e-03   4.16e-04
   2   325   9.31e-06   2.82e-08
Multiplications and divisions per frequency, all states
   4 orbitals,   8 fitting functions: 3704
   8 orbitals,  16 fitting functions: 55616
  16 orbitals,  32 fitting functions: 862208
 exponent at each doubling: 3.908, 3.954
PASS
```
